# Twofold and Fourfold Levels in a (001) Silicon Triangular Well: a numerical check

```python
# Result under test: in a hard-wall triangular well eFz on (001) silicon, the
# lowest fourfold level E0' lies below the second twofold level E1 at all F > 0:
#   E0'/E1 = (x1/x2) (m_h/m_l)^(1/3) < 1,
# where x1, x2 are the first zeros of the decaying solution y(-x) of y'' = s y,
# m_h = 0.916 and m_l = 0.19 are masses normal to the surface (units of m0).
# Internal units: eV, nm, V/nm. Fields are printed in MV/cm (0.1 V/nm = 1 MV/cm).
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros, airy

m_h, m_l = 0.916, 0.19
K = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # hbar^2/2m0, eV nm^2


def series_pair(s):
    """Power-series solutions f (f=1, f'=0 at 0) and g (g=0, g'=1 at 0)."""
    f_term, g_term = 1.0 + 0 * s, 1.0 * s
    f, g = f_term, g_term
    for k in range(70):
        f_term = f_term * s**3 / ((3*k + 2) * (3*k + 3))
        g_term = g_term * s**3 / ((3*k + 3) * (3*k + 4))
        f, g = f + f_term, g + g_term
    return f, g


f6, g6 = series_pair(6.0)
slope_g6 = (series_pair(6.0001)[1] - series_pair(5.9999)[1]) / 0.0002
r = f6 / g6
r_bound = 1 / (g6 * slope_g6)


def decaying(x):
    f, g = series_pair(-x)
    return f - r * g


edges = [2.33, 2.34, 4.08, 4.09]
edge_values = [decaying(x) for x in edges]
assert edge_values[0] > 0 > edge_values[1]
assert edge_values[2] < 0 < edge_values[3]
x1 = brentq(decaying, 2.33, 2.34, xtol=1e-12)
x2 = brentq(decaying, 4.08, 4.09, xtol=1e-12)
samples = decaying(np.linspace(0, 4.5, 3000))
assert np.count_nonzero(samples[1:] * samples[:-1] < 0) == 2
airy_at_zero = airy(0.0)
assert abs(r + airy_at_zero[1] / airy_at_zero[0]) < 1e-7
library_zeros, library_turns = -ai_zeros(2)[0], -ai_zeros(2)[1]
assert np.allclose([x1, x2], library_zeros, atol=1e-6)

mass_root = (m_h / m_l)**(1/3)
ratio = x1 / x2 * mass_root
bracket_ratio = 2.34 / 4.08 * mass_root
critical_mass_ratio = (x2 / x1)**3
assert bracket_ratio < 1


def level(x, mass, field):
    return x * (K / mass)**(1/3) * field**(2/3)


oxide_mass, barrier = 0.5, 3.1    # rough values for the SiO2 interlayer


def grid_levels(mass, potential, z, count):
    """Finite-difference levels; mass changes to oxide_mass at z < 0."""
    h = z[1] - z[0]
    half = np.append(z - h/2, z[-1] + h/2)
    inverse = np.where(half < 0, 1/oxide_mass, 1/mass)
    diagonal = K * (inverse[:-1] + inverse[1:]) / h**2 + potential
    energies, psi = eigh_tridiagonal(diagonal, -K * inverse[1:-1] / h**2,
                                     select='i', select_range=(0, count - 1))
    return energies, psi / np.sqrt(h)


# Levels and order at three fields, from diagonalization of the Hamiltonian.
# Second-order differences leave relative errors of a few 1e-5 on these meshes.
field_rows = []
for field, depth in [(0.01, 40.0), (0.1, 16.0), (0.5, 9.0)]:
    z = np.arange(1, 2000) * depth / 2000
    two = grid_levels(m_h, field * z, z, 2)[0]
    four = grid_levels(m_l, field * z, z, 1)[0]
    formula = [level(x1, m_h, field), level(x2, m_h, field),
               level(x1, m_l, field)]
    assert np.allclose([two[0], two[1], four[0]], formula, rtol=2e-4)
    assert two[0] < four[0] < two[1]
    field_rows.append((field * 10, four[0] / two[1], two[1] - four[0]))

# The order must reverse when the mass ratio crosses its critical value.
F = 0.1
z = np.arange(1, 2000) * 16.0 / 2000
heavy, heavy_psi = grid_levels(m_h, F * z, z, 2)
light, light_psi = grid_levels(m_l, F * z, z, 1)
assert 5.2 < critical_mass_ratio < 5.5
assert grid_levels(m_h / 5.2, F * z, z, 1)[0][0] < heavy[1]
assert grid_levels(m_h / 5.5, F * z, z, 1)[0][0] > heavy[1]

E0, E1, E0p = level(x1, m_h, F), level(x2, m_h, F), level(x1, m_l, F)
gap = E1 - E0p
step = z[1] - z[0]
density_1 = heavy_psi[:, 1]**2
density_0p = light_psi[:, 0]**2
mean_z_1 = np.sum(z * density_1) * step
mean_z_0p = np.sum(z * density_0p) * step

# First-order image potential at the silicon / SiO2 boundary.
eps_si, eps_ox = 11.7, 3.9
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9       # eV nm
image = coulomb * (eps_si - eps_ox) / (4 * eps_si * (eps_si + eps_ox))
image_gap_shift = image * np.sum((density_1 - density_0p) / z) * step

# First-order nonparabolic shift of E0', from E(1 + alpha E) = kinetic energy.
alpha = 0.5
kinetic_squared = np.sum((light[0] - F * z)**2 * density_0p) * step
assert abs(kinetic_squared / (E0p**2 / 5) - 1) < 2e-3
nonparabolic_shift = -alpha * kinetic_squared


def matched_level(mass, index):
    """Triangular well with a finite flat barrier: match psi and psi'/m."""
    length = (K / (mass * F))**(1/3)

    def mismatch(x):
        kappa = np.sqrt(oxide_mass * (barrier - F * length * x) / K)
        value, slope = airy(-x)[:2]
        return value - oxide_mass / (mass * kappa * length) * slope

    root = brentq(mismatch, library_turns[index], library_zeros[index])
    return F * length * root


def add_barrier(potential, z):
    return np.where(z < 0, barrier, np.where(z == 0, barrier/2, potential))


E1_pen, E0p_pen = matched_level(m_h, 1), matched_level(m_l, 0)
z_pen = np.arange(-149, 1600) * 0.01
V_pen = add_barrier(F * z_pen, z_pen)
# Tolerance 0.3 meV: mesh error at the mass and potential steps.
assert abs(grid_levels(m_h, V_pen, z_pen, 2)[0][1] - E1_pen) < 3e-4
assert abs(grid_levels(m_l, V_pen, z_pen, 1)[0][0] - E0p_pen) < 3e-4

# Self-consistent well: depletion charge plus thermally filled subbands.
temperature, bending, acceptors = 300.0, 0.95, 1e-3           # K, V, nm^-3
kT = const.k * temperature / const.e
charge_field = const.e / (const.epsilon_0 * eps_si) * 1e9     # V nm
depletion_width = np.sqrt(2 * bending / (charge_field * acceptors))
N_dep = acceptors * depletion_width
N_inv = F / charge_field - N_dep
assert N_inv > 0 and depletion_width > 20
dos_two = 2 * m_l / (2 * np.pi * K)
dos_four = 4 * np.sqrt(m_h * m_l) / (2 * np.pi * K)


def self_consistent(h, finite_wall):
    first = -int(round(1.2 / h)) if finite_wall else 1
    z = np.arange(first, int(round(20 / h))) * h
    V = F * z
    for _ in range(400):
        U = add_barrier(V, z) if finite_wall else V
        e_two, p_two = grid_levels(m_h, U, z, 8)
        e_four, p_four = grid_levels(m_l, U, z, 8)
        energies = np.concatenate([e_two, e_four])
        dos = np.repeat([dos_two, dos_four], 8)

        def filling(mu):
            return dos * kT * np.logaddexp(0, (mu - energies) / kT)

        mu = brentq(lambda q: filling(q).sum() - N_inv, -1, 2, xtol=1e-13)
        occupation = filling(mu)
        n = np.hstack([p_two, p_four])**2 @ occupation
        enclosed = cumulative_trapezoid(n, z, initial=0)
        double = cumulative_trapezoid(enclosed, z, initial=0)
        double = double - np.interp(0.0, z, double)
        V_new = F * z - charge_field * (acceptors * z**2 / 2 + double)
        change = np.max(np.abs(V_new - V)[z > 0])
        V = V + 0.3 * (V_new - V)
        if change < 1e-7:
            break
    assert change < 1e-7
    return e_two[0], e_four[0], e_two[1], occupation[8:].sum() / N_inv


hard = self_consistent(0.02, False)
soft = self_consistent(0.02, True)
hard_coarse = self_consistent(0.04, False)
soft_coarse = self_consistent(0.04, True)
hard_gap, soft_gap = hard[2] - hard[1], soft[2] - soft[1]
hard_shift = hard_gap - (hard_coarse[2] - hard_coarse[1])
soft_shift = soft_gap - (soft_coarse[2] - soft_coarse[1])
assert max(abs(hard_shift), abs(soft_shift)) < 5e-4

mobility = 200.0                                              # cm^2/Vs
broadening = const.hbar / (mobility * 1e-4 * m_l * const.m_e)  # eV

print(f"masses m_h, m_l (m0): {m_h}, {m_l}; m_h/m_l = {m_h/m_l:.4f}")
print(f"hbar^2/2m0 = {K:.6f} eV nm^2")
print(f"limit r of f/g = {r:.7f}, error below {r_bound:.1e}")
for x, value in zip(edges, edge_values):
    print(f"y(-{x:.2f}) = {value:+.5f}")
print(f"zeros x1, x2 = {x1:.5f}, {x2:.5f}")
print(f"(m_h/m_l)^(1/3) = E0'/E0 = {mass_root:.5f}")
print(f"E0'/E1 = {ratio:.5f}; upper bound from brackets {bracket_ratio:.5f}")
print(f"critical mass ratio = {critical_mass_ratio:.4f}")
print(f"critical m_l at this m_h = {m_h/critical_mass_ratio:.4f} m0")
for field, q, difference in field_rows:
    print(f"grid, {field:.1f} MV/cm: E0'/E1 = {q:.5f}, "
          f"gap = {1000*difference:.2f} meV")
print(f"EXAMPLE surface field = {10*F:.1f} MV/cm, T = {temperature:.0f} K")
print(f"lengths l: heavy {(K/m_h/F)**(1/3):.4f}, "
      f"light {(K/m_l/F)**(1/3):.4f} nm")
print(f"E0, E0', E1 = {1000*E0:.2f}, {1000*E0p:.2f}, {1000*E1:.2f} meV")
print(f"ideal gap E1-E0' = {1000*gap:.2f} meV")
print(f"mean depth: E0' {mean_z_0p:.3f}, E1 {mean_z_1:.3f} nm")
print(f"kT = {1000*kT:.2f} meV")
print(f"rough mobility {mobility:.0f} cm2/Vs: hbar/tau = "
      f"{1000*broadening:.1f} meV")
print(f"rough barrier {barrier} eV, interlayer mass {oxide_mass} m0")
print(f"finite barrier: E0' = {1000*E0p_pen:.2f}, "
      f"E1 = {1000*E1_pen:.2f} meV")
print(f"finite-barrier gap = {1000*(E1_pen-E0p_pen):.2f} meV")
print(f"permittivities: silicon {eps_si}, interlayer {eps_ox}")
print(f"image potential changes gap by {1000*image_gap_shift:+.2f} meV")
print(f"rough nonparabolicity {alpha} /eV: E0' shift "
      f"{1000*nonparabolic_shift:+.2f} meV")
print(f"interlayer field = {10*F*eps_si/eps_ox:.2f} MV/cm")
print(f"acceptors = {acceptors*1e21:.1e} cm^-3, bending = {bending} V")
print(f"depletion width = {depletion_width:.2f} nm")
print(f"N_dep, N_inv = {N_dep*1e14:.3e}, {N_inv*1e14:.3e} cm^-2")
for name, result, shift in [("hard wall", hard, hard_shift),
                            ("finite wall", soft, soft_shift)]:
    print(f"Hartree, {name}: E0, E0', E1 = {1000*result[0]:.2f}, "
          f"{1000*result[1]:.2f}, {1000*result[2]:.2f} meV")
    print(f"  gap E1-E0' = {1000*(result[2]-result[1]):+.2f} meV; "
          f"fourfold share = {100*result[3]:.1f} %")
    print(f"  gap shift, mesh 0.04 to 0.02 nm: {1000*shift:+.3f} meV")
print("all assertions hold")
```

Running it gives:

```
masses m_h, m_l (m0): 0.916, 0.19; m_h/m_l = 4.8211
hbar^2/2m0 = 0.038100 eV nm^2
limit r of f/g = 0.7290111, error below 7.8e-09
y(-2.33) = +0.01601
y(-2.34) = -0.00374
y(-4.08) = -0.01798
y(-4.09) = +0.00464
zeros x1, x2 = 2.33811, 4.08795
(m_h/m_l)^(1/3) = E0'/E0 = 1.68933
E0'/E1 = 0.96621; upper bound from brackets 0.96888
critical mass ratio = 5.3447
critical m_l at this m_h = 0.1714 m0
grid, 0.1 MV/cm: E0'/E1 = 0.96622, gap = 2.22 meV
grid, 1.0 MV/cm: E0'/E1 = 0.96622, gap = 10.31 meV
grid, 5.0 MV/cm: E0'/E1 = 0.96622, gap = 30.14 meV
EXAMPLE surface field = 1.0 MV/cm, T = 300 K
lengths l: heavy 0.7465, light 1.2610 nm
E0, E0', E1 = 174.53, 294.84, 305.15 meV
ideal gap E1-E0' = 10.31 meV
mean depth: E0' 1.966, E1 2.034 nm
kT = 25.85 meV
rough mobility 200 cm2/Vs: hbar/tau = 30.5 meV
rough barrier 3.1 eV, interlayer mass 0.5 m0
finite barrier: E0' = 254.85, E1 = 296.32 meV
finite-barrier gap = 41.47 meV
permittivities: silicon 11.7, interlayer 3.9
image potential changes gap by +1.81 meV
rough nonparabolicity 0.5 /eV: E0' shift -8.69 meV
interlayer field = 3.00 MV/cm
acceptors = 1.0e+18 cm^-3, bending = 0.95 V
depletion width = 35.05 nm
N_dep, N_inv = 3.505e+12, 2.961e+12 cm^-2
Hartree, hard wall: E0, E0', E1 = 161.69, 250.33, 255.79 meV
  gap E1-E0' = +5.46 meV; fourfold share = 15.6 %
  gap shift, mesh 0.04 to 0.02 nm: +0.017 meV
Hartree, finite wall: E0, E0', E1 = 153.25, 221.98, 247.92 meV
  gap E1-E0' = +25.94 meV; fourfold share = 27.5 %
  gap shift, mesh 0.04 to 0.02 nm: +0.119 meV
all assertions hold
```
